Intrinsic carrier concentration and the factor of one half in gap errors

**1. Result and conventions**

A pure semiconductor in thermal equilibrium contains equal densities of conduction electrons and holes. Their common value, the intrinsic carrier concentration, is

n_i = √(N_c N_v) exp(−E_g/2kT),  (1)

N_c = 2(m_c kT/2πħ²)^(3/2),  N_v = 2(m_v kT/2πħ²)^(3/2).  (2)

If a calculation returns the gap E_g + δ in place of the true gap E_g, and everything else in (1) is right, the calculated concentration is wrong by the factor

n_i(E_g + δ)/n_i(E_g) = exp(−δ/2kT).  (3)

An underestimated gap has δ < 0 and gives too many carriers.

Here E_c is the lowest conduction energy, E_v the highest valence energy, and E_g = E_c − E_v, whether or not the two edges lie at the same wavevector. The gap is taken at the temperature T of interest. If it changes with temperature through the lattice vibrations, it is the free energy of creating an electron and a hole at the band edges, which then differs from the mean energy of creating them. The chemical potential is μ, and k in kT is Boltzmann's constant; wavevectors carry an index or are written in bold. Densities are per volume and include both spin directions.

Three assumptions lead to (1). The bands are parabolic over a few kT from their edges; both edges lie several kT away from μ; and charged impurities and defects are too few to disturb the balance between electrons and holes. Each is relaxed below.

**2. States near a band edge**

Take a cube of side L with periodic boundary conditions. The allowed wavevectors have components 2π/L times an integer, so each occupies the volume (2π/L)³ in wavevector space. Near one conduction minimum, with **k** measured from that minimum along its principal axes,

ε = E − E_c = (ħ²/2)(k₁²/m₁ + k₂²/m₂ + k₃²/m₃).  (4)

The states with energy below ε fill an ellipsoid with semi-axes √(2m_i ε)/ħ. Its volume is (4π/3)(2ε)^(3/2)(m₁m₂m₃)^(1/2)/ħ³. Divide by (2π/L)³, multiply by 2 for spin and by M for M equivalent minima, and divide by L³. Since 2·(4π/3)/(8π³) = 1/(3π²), the number of states per volume below ε is

N(ε) = M(m₁m₂m₃)^(1/2)(2ε)^(3/2)/(3π²ħ³).  (5)

The masses and the number of minima enter through one combination, which defines the density-of-states mass:

m_c^(3/2) = M(m₁m₂m₃)^(1/2),  or  m_c = M^(2/3)(m₁m₂m₃)^(1/3).  (6)

Differentiating (5) brings down a factor 3/2 and gives the density of states

g_c(ε) = dN/dε = (1/2π²)(2m_c/ħ²)^(3/2) √ε.  (7)

The valence band has the same form, g_v(ε), with m_v in place of m_c and with ε = E_v − E measured downwards from its top. If several valence bands meet there, their densities of states add, so their values of m^(3/2) add.

Equation (7) treats closely spaced levels as a continuum. As a test, states were counted one by one in a cube of side 200 nm, for three minima with axis masses 0.15, 0.25 and 0.80 electron masses. Equation (6) gives m_c = 0.646 electron masses. Between 0.04 and 0.10 eV the count is 445,986 states, against 445,962 from integrating (7). Agreement this close is partly luck: the count shifts by a few hundredths of a per cent typically, and by as much as 0.15 per cent, with the position of the minima relative to the allowed wavevectors, which the continuum formula ignores.

**3. Electron and hole densities**

A state of energy E is occupied with probability f(E) = 1/[e^((E−μ)/kT) + 1]. A hole is an empty valence state, with probability

1 − f(E) = e^((E−μ)/kT)/[e^((E−μ)/kT) + 1] = 1/[e^((μ−E)/kT) + 1].  (8)

This is again a Fermi function, with the energy counted downwards. Define the dimensionless distances

η_c = (μ − E_c)/kT,  η_v = (E_v − μ)/kT.  (9)

Both are negative when μ lies in the gap. With x = ε/kT, the density of electrons becomes

n = ∫₀^∞ g_c(ε) dε/[e^(x−η_c) + 1],  (10)

and the density of holes p follows on replacing c by v. The upper limit may be taken as infinity because the occupation has died out long before the far side of the band.

When η_c is several units below zero, the exponential in the denominator is much larger than 1 for every x ≥ 0. The occupation is then e^(η_c) e^(−x), the Boltzmann form. Inserting (7), with √ε dε = (kT)^(3/2) √x dx,

n = (1/2π²)(2m_c kT/ħ²)^(3/2) e^(η_c) ∫₀^∞ √x e^(−x) dx.  (11)

The substitution x = y² turns the integral into ∫₀^∞ 2y² e^(−y²) dy. Integrating by parts, with y as one factor and 2y e^(−y²) as the derivative of −e^(−y²), leaves ∫₀^∞ e^(−y²) dy = √π/2. The prefactor in (11) is therefore

(1/4π^(3/2))(2m_c kT/ħ²)^(3/2) = 2(m_c kT/2πħ²)^(3/2) = N_c.  (12)

The middle step uses (2m_c kT/ħ²) = 4π(m_c kT/2πħ²) and (4π)^(3/2) = 8π^(3/2). Thus

n = N_c exp[−(E_c − μ)/kT],  p = N_v exp[−(μ − E_v)/kT].  (13)

The whole band acts like N_c states per volume placed at the edge. N_c is called the effective density of states; unlike g_c, it is a density per volume and not per energy.

**4. The product, and then the square root**

Multiplying the two densities in (13) removes μ:

np = N_c N_v exp[−(E_c − E_v)/kT] = N_c N_v exp(−E_g/kT).  (14)

The full gap stands in this exponential, because creating one electron together with one hole costs E_g. The relation holds for any μ that leaves both bands in the Boltzmann regime, so it also holds in doped material, provided that E_g is the gap of the doped crystal. In real crystals screening by carriers and ionized impurities narrows the gap, and this raises np well before degeneracy sets in. The Debye estimate of the narrowing is e²/4πεL_D, with ε here the permittivity and L_D = √(εkT/e²N) for a doping density N. With a dielectric constant of 11.7 at 300 K it gives about 3 meV at 10¹⁶ cm⁻³ and 30 meV at 10¹⁸ cm⁻³, raising np by about 12 per cent and by a factor of about 3.

In pure material neutrality requires n = p = n_i. The left side of (14) is then n_i², and its positive square root is (1). The half in the exponent is thus the square root that shares one pair energy between two equal densities.

Neutrality also fixes μ. Setting the two expressions in (13) equal and taking logarithms,

ln N_c − (E_c − μ)/kT = ln N_v − (μ − E_v)/kT.

Collecting the terms in μ gives 2μ/kT = (E_c + E_v)/kT + ln(N_v/N_c), so

μ = (E_c + E_v)/2 + (kT/2) ln(N_v/N_c).  (15)

The level lies at midgap apart from a shift of order kT towards the band with the smaller effective density of states. That band needs the larger Boltzmann factor to hold as many carriers as the other.

**5. What an error in the gap does**

Replacing E_g by E_g + δ in (1) and dividing by the original expression cancels the prefactor and gives (3). No expansion in δ has been made, so (3) holds for large errors too, provided that the wrong gap still leaves both bands in the Boltzmann regime.

The same result can be followed through the chemical potential. Let the calculation misplace the conduction edge by δ_c and the valence edge by δ_v, so that δ = δ_c − δ_v. By (15), μ moves by (δ_c + δ_v)/2. The two activation energies then change by

Δ(E_c − μ) = δ_c − (δ_c + δ_v)/2 = δ/2,
Δ(μ − E_v) = (δ_c + δ_v)/2 − δ_v = δ/2.  (16)

Each carrier sees half of the gap error, whichever edge is at fault and however unequal the masses are.

Suppose that the conduction edge is 0.10 eV too low at 300 K, where kT = 0.025852 eV. If μ did not respond, the electron density would grow by exp(0.10/0.025852) = 47.9 and the hole density would stay the same. The crystal would be negatively charged. Neutrality is restored when μ falls by 0.05 eV, which divides n by 6.92 and multiplies p by 6.92. Both densities end at 6.92 times their original value, and 6.92² = 47.9.

The parabolic form of the bands plays no part in this. For any density of states that moves rigidly with its edge, the Boltzmann form of (10) is n = e^(η_c) Z_c, where Z_c = ∫₀^∞ g_c(ε) e^(−ε/kT) dε does not contain the gap. Z_c replaces N_c, and (3) is unchanged. This was tested with the nonparabolic band ε(1 + αε) = ħ²k²/2m_c, where k is here the wavenumber and α = 1 eV⁻¹. In the model of the next section it raises n_i by 4.8 per cent, while an error of −0.40 eV still multiplies n_i by 2290, as it does for the parabolic band. Here α and m_c were held fixed. In a real direct-gap conduction band α is roughly 1/E_g and m_c is nearly proportional to E_g, so the band changes shape with the gap and (3) acquires the prefactor correction of the next section.

**6. A worked example**

Take the round model parameters E_g = 1.00 eV, m_c = 0.50 and m_v = 0.80 electron masses, and T = 300 K. Equation (2) gives

N_c = 8.87 × 10¹⁸ cm⁻³,  N_v = 1.80 × 10¹⁹ cm⁻³,

and √(N_c N_v) = 1.262 × 10¹⁹ cm⁻³. The ratio E_g/2kT is 1.00/(2 × 0.025852) = 19.341, and e^(−19.341) = 3.984 × 10⁻⁹. Hence

n_i = 1.262 × 10¹⁹ × 3.984 × 10⁻⁹ = 5.03 × 10¹⁰ cm⁻³ = 5.03 × 10¹⁶ m⁻³.

By (15), μ lies 0.009 eV above midgap. Solving n = p numerically with the full Fermi functions gives the same n_i and μ to the digits quoted.

Three gap errors change the concentration as follows:

δ = −0.40 eV: n_i = 1.15 × 10¹⁴ cm⁻³, a factor 2290;
δ = −0.10 eV: n_i = 3.48 × 10¹¹ cm⁻³, a factor 6.92;
δ = +0.10 eV: n_i = 7.27 × 10⁹ cm⁻³, a factor 0.145.

The errors of ±0.10 eV give reciprocal factors, since (3) is symmetric on a logarithmic scale. The first line shows how a 40 per cent error in the gap becomes an error of more than three orders of magnitude in n_i. What matters is δ compared with 2kT, not δ compared with E_g.

The relation can be turned round to set a target for the calculation. For n_i to be right within a factor F in either direction, |δ|/2kT must not exceed ln F:

|δ| ≤ 2kT ln F.  (17)

At 300 K this allows 0.036 eV for F = 2 and 0.119 eV for F = 10. These limits assume that the masses are right.

A calculation that misses the gap may also miss the masses. Since N_c and N_v vary as m_c^(3/2) and m_v^(3/2), the square root in (1) varies as (m_c m_v)^(3/4). With calculated masses m_c′ and m_v′, (3) becomes

n_i′/n_i = (m_c′m_v′/m_c m_v)^(3/4) exp(−δ/2kT).  (18)

Suppose that m_c is reduced in proportion to the gap, from 0.50 to 0.30, when δ = −0.40 eV. The mass factor is 0.60^(3/4) = 0.682, and the total error falls from 2290 to 1561. The two errors partly cancel, but in this example the exponential of the gap far outweighs the power of the mass.

**7. Where the full gap error appears**

Now add N_D donors per volume, all ionized, with N_D much larger than n_i. Neutrality reads n = p + N_D, so n ≈ N_D, and (14) gives

p = n_i²/n ≈ n_i²/N_D = (N_c N_v/N_D) exp(−E_g/kT).  (19)

The minority density carries the full factor exp(−δ/kT), while the majority density hardly depends on the gap. The donors hold the electron density fixed, and with it the distance E_c − μ. The whole error therefore falls on μ − E_v, and no sharing takes place.

For N_D = 10¹⁶ cm⁻³ and the model above, the hole density is 2.53 × 10⁵ cm⁻³. With δ = −0.40 eV it becomes 1.33 × 10¹² cm⁻³, larger by 5.24 × 10⁶, which is the square of 2290. A device quantity proportional to n_i² inherits this squared error; one proportional to n_i has the factor in (3).

The same neutrality condition shows when a sample counts as intrinsic. Inserting p = n_i²/n into n = p + N_D gives n² − N_D n − n_i² = 0, with the positive root

n = N_D/2 + √(N_D²/4 + n_i²).  (20)

This tends to n_i when N_D ≪ n_i and to N_D in the opposite limit. In the model at 300 K, intrinsic behaviour would require a net donor density well below 5 × 10¹⁰ cm⁻³. In less pure material n_i is still useful, as the constant in np = n_i², as long as both bands stay in the Boltzmann regime and the narrowing of the gap by doping is small compared with kT; but it is not the density of electrons.

**8. Temperature and the gap read from a slope**

Equation (3) depends on temperature even if δ does not: a fixed gap error does more damage in a colder crystal, because 2kT is smaller.

The gap itself may change with temperature. Suppose that over some range it follows E_g(T) = E₀ − aT, with a > 0 and constant masses. Then −E_g/2kT = −E₀/2kT + a/2k. Since √(N_c N_v) is proportional to T^(3/2),

ln(n_i/T^(3/2)) = constant + a/2k − E₀/2kT.  (21)

Plotted against 1/T, this is a straight line of slope −E₀/2k. The slope yields the extrapolated value E₀ and not the gap at the temperature of the data; the term aT has moved into the intercept. If E₀ is used in (1) at temperature T, the gap error is δ = aT, and n_i comes out too small by the factor exp(−a/2k).

**9. Corrections from Fermi statistics**

The Boltzmann form drops the 1 in the denominator of (10). For η_c < 0 the next term of the geometric series is

1/(e^(x−η_c) + 1) = e^(η_c−x) − e^(2(η_c−x)) + … .  (22)

The integral of √x e^(−2x) is smaller than that of √x e^(−x) by 2^(3/2), as the substitution u = 2x shows. Therefore

n = N_c e^(η_c)[1 − e^(η_c)/2^(3/2) + …],  (23)

and likewise for p. In the product np the first-order corrections add. Setting n = p and taking the square root halves their sum:

n/n_i = 1 − (e^(η_c) + e^(η_v))/2^(5/2) + … .  (24)

Here n_i still means the right side of (1), and to this order η_c and η_v may be taken from (15). With the masses of the example and a gap of 0.30 eV, (24) predicts a reduction of 1.135 × 10⁻³; the full solution gives 1.133 × 10⁻³. For these masses and this gap, nearly 12kT, Boltzmann statistics is still good to about one part in a thousand. More unequal masses bring μ closer to one edge and make the correction larger.

For smaller gaps a local form of the error law is needed. Define the response of each density to its own distance by

s_c = d ln n/dη_c,  s_v = d ln p/dη_v.  (25)

Along the neutral solution n = p, so both logarithms change by the same amount, d ln n = s_c dη_c = s_v dη_v. From (9), η_c + η_v = −E_g/kT. At fixed temperature,

−dE_g/kT = dη_c + dη_v = (1/s_c + 1/s_v) d ln n,

and hence

−kT d ln n/dE_g = 1/(1/s_c + 1/s_v).  (26)

In the Boltzmann regime n is proportional to e^(η_c) and p to e^(η_v), so s_c = s_v = 1 and the right side is 1/(1 + 1) = 1/2. The half is the result of two equal responses in series.

With Fermi statistics, differentiating the occupation f in (10) gives ∂f/∂η_c = f(1 − f). So s_c is the average of 1 − f over the electrons present, which is less than 1; the same argument applies to s_v. The right side of (26) grows with each of s_c and s_v, so for rigid bands it is then less than 1/2. Filled states near the edge cannot take further electrons, and the density responds more weakly.

A model with E_g = 0.05 eV, m_c = 0.05 and m_v = 0.80 electron masses at 300 K shows the effect. The light conduction band has few states, and μ is pushed 0.038 eV above its edge. The responses are s_c = 0.587 and s_v = 0.989, so (26) gives

1/(1/0.587 + 1/0.989) = 0.368.

Changing the gap slightly and solving neutrality again gives the same value. Here (1) and (3) no longer apply, and a finite gap error must be followed by solving n = p with the full integrals. The bands were kept parabolic and rigid in this model, and its masses are round numbers, not those of a material. In a real direct-gap crystal with so small a gap the conduction mass is typically far lighter, the band is strongly nonparabolic, and both change with the gap, so the value 0.368 does not carry over.

The numerical output below lists most of the values used here, many of them with further digits.

Numbers as computed

```
STATE COUNT, three valleys, axis masses (0.15, 0.25, 0.8) m_e
box side = 200 nm, window = 0.04 to 0.10 eV
density-of-states mass = 0.6463 m_e
states counted = 445986, from formula = 445962
REFERENCE MODEL
T = 300 K, kT = 0.025852 eV, Eg = 1.00 eV
mc = 0.50 m_e, mv = 0.80 m_e
Nc = 8.8721e+18 cm^-3, Nv = 1.7956e+19 cm^-3
sqrt(Nc Nv) = 1.2622e+19 cm^-3
Eg/(2kT) = 19.3409, exp(-Eg/2kT) = 3.9845e-09
n_i formula = 5.0291e+10 cm^-3, full solution = 5.0291e+10 cm^-3
n_i formula = 5.0291e+16 m^-3
mu above Ev: formula = 0.50911 eV, full = 0.50911 eV
mu minus midgap = 0.00911 eV
GAP ERRORS (full solution; last number is exp(-delta/2kT))
delta = -0.40 eV: n_i = 1.1517e+14 cm^-3, ratio = 2290.1, formula = 2290.1
delta = -0.10 eV: n_i = 3.4790e+11 cm^-3, ratio = 6.9177, formula = 6.9177
delta = +0.10 eV: n_i = 7.2698e+09 cm^-3, ratio = 0.14456, formula = 0.14456
MECHANISM, Ec moved by -0.10 eV
fixed mu: n ratio = 47.855, p ratio = 1.000
mu shift restoring neutrality = -0.05000 eV
neutral: n ratio = 6.9177, p ratio = 6.9177
NONPARABOLIC conduction band, alpha = 1.0 eV^-1
n_i = 5.2724e+10 cm^-3, n_i / parabolic n_i = 1.0484
ratio for delta = -0.40 eV: 2290.1
DOPED, ionized donors = 1.0e+16 cm^-3, delta = -0.40 eV
holes: true gap 2.5281e+05, wrong gap 1.3257e+12 cm^-3
hole ratio = 5.2438e+06, exp(-delta/kT) = 5.2445e+06
MASS ALSO WRONG, mc = 0.30 m_e, delta = -0.40 eV
mass factor = 0.6817, total n_i ratio = 1561.2
FERMI CORRECTION at Eg = 0.30 eV, same masses
1 - n/n_i: full = 1.1330e-03, first order = 1.1350e-03
NARROW GAP, Eg = 0.05 eV, mc = 0.05, mv = 0.80 m_e
mu - Ec = +0.03796 eV, n = 5.9079e+17 cm^-3
s_c = 0.5867, s_v = 0.9885
-kT dln(n)/dEg: full = 0.3682, formula = 0.3682
GAP ACCURACY NEEDED
n_i within a factor 2: |delta| <= 0.0358 eV
n_i within a factor 10: |delta| <= 0.1191 eV
```
